# Debye-Waller factors, multiphonon scattering and the linear resistivity of metals

## The decision

Someone computing the resistivity of a hot metal from one-phonon scattering must decide whether to multiply the integrand by the Debye-Waller factor $e^{-2W}$. The factor is real: thermal motion weakens the coherent response of the lattice. Since $2W$ grows with temperature $T$, the factor bends the resistivity below a straight line. Multiphonon scattering bends it back, and the decision depends on how far.

For independent harmonic atoms and first-order (Born) scattering, the multiphonon terms return half of the leading Debye-Waller loss when $k_BT$ is well above the phonon energy. The cancellation is therefore partial. Keeping the factor without multiphonon terms gives a resistivity too low by a relative amount of about $W$; dropping both gives one too high by about $W$. A calculation that needs this accuracy must include both. Near-linearity also needs a modest $2W$, and in a real metal the softening of the lattice matters as well.

## What the resistivity weighs

Take free electrons of mass $m$ and Fermi wave vector $k_F$, with $Z$ electrons per ion and $n_i$ ions per volume, so that $n=Zn_i=k_F^3/3\pi^2$. Each ion carries a rigid screened potential with Fourier transform $v(q)$. The lattice stays in equilibrium. Let $\omega$ be the **energy** an electron gives to the lattice, $\beta=1/k_BT$, and $S(q,\omega)$ the inelastic scattering strength per ion and per unit energy. In a volume $V$ the golden rule gives, for $\mathbf k\to\mathbf k'$ with $\mathbf q=\mathbf k-\mathbf k'$,

$$W_{kk'}=\frac{2\pi}{\hbar}\frac{n_i}{V}|v(q)|^2S(q,\varepsilon_k-\varepsilon_{k'}).$$

A current is represented by a Fermi sphere displaced by a small $\boldsymbol\kappa$, whose momentum density is $n\hbar\boldsymbol\kappa$. To first order the occupation changes by $\beta f(1-f)\hbar^2\mathbf k\cdot\boldsymbol\kappa/m$, where $f$ is the Fermi function. Detailed balance then makes the net flow from $\mathbf k$ to $\mathbf k'$ equal to

$$\beta f_k(1-f_{k'})W_{kk'}\,\frac{\hbar^2}{m}\,\mathbf q\cdot\boldsymbol\kappa .$$

Each transfer removes momentum $\hbar\mathbf q$. Summing over all ordered pairs counts each net flow twice, and this factor $1/2$ cancels the 2 for spin. Isotropy replaces $\mathbf q(\mathbf q\cdot\boldsymbol\kappa)$ by $q^2\boldsymbol\kappa/3$. Equating the loss to $n\hbar\boldsymbol\kappa/\tau$ gives

$$\frac1\tau=\frac{\hbar^2\beta}{3nmV}\sum_{kk'}q^2f_k(1-f_{k'})W_{kk'} .$$

The energy integral follows from the identity $f(\varepsilon)[1-f(\varepsilon-\omega)]=[f(\varepsilon-\omega)-f(\varepsilon)]/(e^{\beta\omega}-1)$. The difference of two shifted Fermi functions integrates to $\omega$, so

$$\int f(\varepsilon)[1-f(\varepsilon-\omega)]\,d\varepsilon=\frac{\omega}{e^{\beta\omega}-1}.$$

The lattice therefore enters through the dimensionless weight

$$F(q,T)=\int S(q,\omega)\frac{\beta\omega}{e^{\beta\omega}-1}\,d\omega .$$

Each momentum sum contributes $Vg$ per unit energy, with $g=mk_F/(2\pi^2\hbar^2)$. Since $\hbar^2g/(3nm)=1/(2k_F^2)$,

$$\frac1\tau=\frac{2\pi}{\hbar}n_ig\left\langle\frac{q^2}{2k_F^2}|v|^2F\right\rangle_{\rm angles}.$$

On the Fermi sphere $q^2=2k_F^2(1-\cos\theta)$, so the angular average is $\int_0^{2k_F}q\,dq/(2k_F^2)$. With $\rho=m/(ne^2\tau)$,

$$\rho=\frac{m^2}{4\pi Ze^2\hbar^3k_F^3}\int_0^{2k_F}q^3|v(q)|^2F(q,T)\,dq. \tag{1}$$

All that follows concerns $F$.

## The scattering strength of independent atoms

Let every atom (mass $M$) oscillate isotropically at frequency $\Omega$, independently of the others. Let $u$ be its displacement along $\mathbf q$, and define

$$x=\frac{\hbar\Omega}{k_BT},\qquad a=\frac{\hbar q^2}{2M\Omega},\qquad n_B=\frac1{e^x-1}.$$

For harmonic motion $\langle e^Ae^B\rangle=\exp\left(\tfrac12\langle A^2\rangle+\langle AB\rangle+\tfrac12\langle B^2\rangle\right)$ when $A$ and $B$ are linear in the displacements. One atom seen at two times thus contributes

$$e^{-2W}\exp\left[q^2\langle u(0)u(t)\rangle\right],\qquad 2W=q^2\langle u^2\rangle=a\coth\frac x2 .$$

Two different atoms are uncorrelated and contribute $e^{-2W}$ times a geometrical phase. The sum of phases over all pairs, equal sites included, gives the Bragg peaks. These belong to the band structure and cause no resistance. Completing that sum borrows $e^{-2W}$ per atom from the equal-site term, so the inelastic part is

$$S(q,t)=e^{-2W}\left\{\exp\left[q^2\langle u(0)u(t)\rangle\right]-1\right\}. \tag{2}$$

The exponent is $a[(n_B+1)e^{i\Omega t}+n_Be^{-i\Omega t}]$: the first term creates a phonon and the second absorbs one. Expanding the exponential sorts the scattering by the number of phonons taking part.

## Contribution one: a single phonon

The linear term of (2) has strength $a(n_B+1)$ at $\omega=\hbar\Omega$ and $an_B$ at $\omega=-\hbar\Omega$. The factor $\beta\omega/(e^{\beta\omega}-1)$ equals $xn_B$ at the first energy and $x(n_B+1)$ at the second. Without the Debye-Waller factor, therefore,

$$F_{\rm bare}=2ax\,n_B(n_B+1)=\frac{ax}{2\sinh^2(x/2)} .$$

For small $x$, $\sinh^2(x/2)\approx(x^2/4)(1+x^2/12)$, hence

$$F_{\rm bare}\approx\frac{2a}{x}\left(1-\frac{x^2}{12}\right),\qquad \frac{2a}{x}=\frac{q^2k_BT}{M\Omega^2}.$$

This is the linear law: scattering is proportional to the classical mean-square displacement.

## Contribution two: the Debye-Waller loss

The prefactor in (2) changes the one-phonon weight to $F_1=e^{-2W}F_{\rm bare}$. To leading order it removes

$$2W F_{\rm bare}=\frac{a^2x\coth(x/2)}{2\sinh^2(x/2)} .$$

Write $y=2W$. At high temperature the one-phonon weight is $ye^{-y}=y-y^2+\dots$. At fixed $q$ it has a maximum at $y=1$ and then falls. Taken alone, it would have a sufficiently hot lattice scatter less as its atoms move more.

## Contribution three: several phonons

With $n_B+1=e^{x/2}/[2\sinh(x/2)]$ and $n_B=e^{-x/2}/[2\sinh(x/2)]$, the exponent in (2) becomes

$$\frac z2\left(s+\frac1s\right),\qquad z=\frac{a}{\sinh(x/2)},\quad s=e^{x/2+i\Omega t}.$$

The two-phonon term is half its square, $\tfrac{z^2}{8}(s^2+2+s^{-2})$. The constant 2 describes absorption of one phonon and emission of another. No net energy is exchanged, and the thermal factor is 1. The terms $s^{\pm2}$ have strengths proportional to $e^{\pm x}$ at $\omega=\pm2\hbar\Omega$; multiplied by $\beta\omega/(e^{\beta\omega}-1)$, each gives $x/\sinh x$. Thus

$$F_2=e^{-2W}\frac{z^2}{4}\left(1+\frac{x}{\sinh x}\right).$$

Dividing the leading two-phonon gain by the leading Debye-Waller loss, both proportional to $a^2$, gives the returned fraction

$$\kappa(x)=\frac{\tanh(x/2)}{2x}\left(1+\frac{x}{\sinh x}\right). \tag{3}$$

For small $x$ the bracket is $2(1-x^2/12)$ and the hyperbolic tangent is $(x/2)(1-x^2/12)$, so

$$\kappa\approx\frac12\left(1-\frac{x^2}{6}\right).$$

At $x=0.5$, equation (3) gives 0.47992. A direct sum over oscillator levels and matrix elements of $e^{iqu}$, which makes no phonon expansion, gives the same five digits.

In the opposite limit, $x\gg1$, $\kappa\to1/(2x)$: the return becomes poor. What survives is the absorb-and-emit process, since transferring two quanta costs a further factor $x/\sinh x\approx2xe^{-x}$. A single frequency is in any case a bad model there, because real metals have acoustic phonons of arbitrarily low energy.

## The balance

The generating function $e^{(z/2)(s+1/s)}=\sum_pI_p(z)s^p$, with $I_p$ the modified Bessel functions, sums all phonon numbers. A net transfer of $p$ quanta has strength $e^{px/2}I_p(z)$, and the thermal factor turns this into

$$F=e^{-2W}\left[\sum_{p=-\infty}^{\infty}I_p(z)\frac{px/2}{\sinh(px/2)}-1\right]. \tag{4}$$

At high temperature $(px/2)/\sinh(px/2)\approx1-p^2x^2/24$. Setting $s=1$ in the generating function gives $\sum_pI_p=e^z$; applying $s\,d/ds$ twice first gives $\sum_pp^2I_p=ze^z$. Hence

$$F\approx e^{z-2W}\left(1-\frac{zx^2}{24}\right)-e^{-2W}.$$

Moreover $2W-z=a\tanh(x/4)\approx ax/4\approx zx^2/8$, because $z\approx2a/x$. Adding the two corrections, $1/24+1/8=1/6$, and using $z\approx2W$ in the small term, one finds, as long as $2Wx^2\ll1$,

$$F\approx1-e^{-2W}-2W\frac{x^2}{6}. \tag{5}$$

The main part has a simple meaning. An atom's scattering strength, summed over all energies, is one, because $|e^{iqu}|^2=1$ wherever the atom sits. Bragg scattering keeps $e^{-2W}$ and inelastic scattering receives the rest. The Debye-Waller factor moves strength between channels and destroys none. When the energy transfers are small compared with $k_BT$, the resistivity counts every inelastic channel equally. Expanding $1-e^{-y}$,

$$\underbrace{y}_{\text{linear law}}\;\underbrace{-\,y^2}_{\text{Debye-Waller}}\;\underbrace{+\,\tfrac12y^2}_{\text{two phonons}}+\dots=y\left(1-\frac y2+\dots\right).$$

A numerical sample shows the same division. Sixteen independent sites with Gaussian displacements and $2W=0.5$, averaged over 200,000 configurations at a wave vector away from the Bragg peaks, gave an inelastic strength of 0.3916. The sum rule predicts $1-e^{-0.5}=0.3935$; one-phonon scattering with its Debye-Waller factor would give 0.3033.

The logarithmic slope measures closeness to proportionality: it is 1 when the weight is strictly proportional to $T$. At fixed $q$ and high temperature $y\propto T$, so

$$\frac{d\ln(ye^{-y})}{d\ln T}=1-y,\qquad \frac{d\ln(1-e^{-y})}{d\ln T}=\frac{y}{e^y-1}\approx1-\frac y2 .$$

For large $y$ the complete weight levels off at 1 instead of falling. Each atom then scatters as if it stood at a random position. Harmonic motion is doubtful at such amplitudes, so this limit shows how the model behaves and does not predict resistivity saturation in a metal.

## Weighing the terms in a magnesium-like metal

Magnesium suits the free-electron picture. The following values are rough: $Z=2$, $n_i=43\ \mathrm{nm^{-3}}$, $M=24.3$ u, and an Einstein temperature $\hbar\Omega/k_B=200$ K. The potential is that of an empty core of radius $r_c=0.074$ nm with Thomas-Fermi screening,

$$v(q)=-\frac{Ze^2}{\epsilon_0}\frac{\cos(qr_c)}{q^2+k_s^2},\qquad k_s^2=\frac{me^2k_F}{\pi^2\epsilon_0\hbar^2}.$$

The density gives $k_F=13.66\ \mathrm{nm^{-1}}$ and a Fermi energy of 7.10 eV. At 900 K, just below melting, $x=200/900=0.222$ and $\langle u^2\rangle=4.51\times10^{-4}\ \mathrm{nm^2}$. The largest exponent, at $q=2k_F$, is

$$2W=(27.32\ \mathrm{nm^{-1}})^2(4.51\times10^{-4}\ \mathrm{nm^2})\approx0.34 .$$

With density and frequency held fixed, equation (1) gives these resistivities in $\mu\Omega$ cm:

| Weight used | 300 K | 600 K | 900 K |
|---|---|---|---|
| linear law $2a/x$ | 1.94 | 3.87 | 5.81 |
| one phonon, bare | 1.86 | 3.83 | 5.78 |
| one phonon with $e^{-2W}$ | 1.74 | 3.37 | 4.78 |
| all phonons | 1.80 | 3.59 | 5.25 |

At 900 K the account reads

$$5.78-1.00+0.48\approx5.25\ \mu\Omega\,\mathrm{cm},$$

where the last digit reflects rounding. Of the gain of 0.48 $\mu\Omega$ cm, two-phonon processes supply 0.44 $\mu\Omega$ cm and higher ones about 0.04 $\mu\Omega$ cm. The returned fraction is 0.474. It lies below one half because of the finite $x$ and because of higher powers of $y$: from (5) at small $x$, the ratio $(1-e^{-y}-ye^{-y})/(y-ye^{-y})$ is $\tfrac12(1-y/6+\dots)$.

The average of $2W$, weighted by the integrand of the linear law, is 0.197. The expansion then predicts $1-0.197/2=0.90$ for the ratio of the complete result to the linear law; the computed ratio is 0.905. The logarithmic slope at 900 K is 0.92 with all phonons and 0.83 with one phonon and its Debye-Waller factor.

These numbers settle the opening decision for this model. Relative to the all-phonon result at 900 K, one-phonon scattering with the factor is 9% low, and without it 10% high. Neither shortcut is clearly better in magnitude. The bare formula looks straighter because it leaves out a bend that the model has.

At 300 K a different effect enters. The complete result is 7% below the linear law, and about half of that is already present in the bare one-phonon result, through the quantum correction $x^2/12=0.037$. This correction fades on heating while the $W$ correction grows. Their opposite trends help keep the resistivity nearly proportional to $T$ between 300 and 900 K: the all-phonon resistivity rises by a factor 2.92, against 3 for strict proportionality. They do not cancel in the curvature, since the two corrections to the resistivity vary as $-1/T$ and $-T^2$, and both bend the curve downward. With one phonon and its Debye-Waller factor the rise is 2.74.

## Correlated atoms

In a crystal with phonon dispersion, neighbouring atoms move together, and the returned fraction depends on $\mathbf q$. Consider classical motion with one displacement component per atom. Let $h(\mathbf k)\propto1/\omega_k^2$ be the mean-square amplitude of mode $\mathbf k$, and let a bar denote an average over the Brillouin zone. Expanding the correlated form of (2) to second order gives, with a common factor removed,

$$\text{loss}=h(\mathbf q)\,\bar h,\qquad \text{gain}=\tfrac12\,\overline{h(\mathbf k)h(\mathbf q-\mathbf k)} .$$

Averaging over $\mathbf q$ in the zone as well, with the common factor held fixed, gives $\bar h^2$ and $\bar h^2/2$. One half thus survives as a zone average for any such dispersion.

Individual wave vectors can do better. For a simple cubic lattice with nearest-neighbour springs, $h=1/(3-C)$ with $C=\cos k_1+\cos k_2+\cos k_3$. At the zone corner, $\mathbf q-\mathbf k$ reverses the sign of $C$, so

$$\frac12\,\overline{\frac{1}{(3-C)(3+C)}}=\frac1{12}\,\overline{\left(\frac1{3-C}+\frac1{3+C}\right)}=\frac{\bar h}{6}.$$

The loss there is also $\bar h/6$, since $h=1/6$ at the corner. The leading cancellation is complete at that point; the lattice sum gives 1.000. Weighted over all momentum transfers up to $2k_F$, with the potential and ion density used above, the returned fraction is 0.56 on a grid of $40^3$ wave vectors and approaches about 0.57 as the grid is refined. This excess over one half is not general. Near a reciprocal lattice vector $h(\mathbf q)$ is large and the return is poor, and here the shortest such vector, $22.0\ \mathrm{nm^{-1}}$, lies close to the zero of the potential at $21.2\ \mathrm{nm^{-1}}$. The same scalar model on a face-centred cubic lattice, with the same potential and density, returns about 0.45. Dispersion thus moves the weighted fraction modestly to either side of one half in these models, without making the cancellation nearly complete.

## The real metal

The measured resistivity of magnesium at room temperature is roughly 4 to 5 $\mu\Omega$ cm, so the model's 1.8 is too small by more than a factor of two. The simple potential, which passes through zero inside the range of integration, cannot be trusted for absolute size. Within the model, the returned fraction is less sensitive to the potential, because it is near one half at every $q$. The percentage errors of the two shortcuts do depend on which $q$ the potential favours: for core radii from 0.060 to 0.090 nm they run from about 6% to 13% (low) and from 6% to 14% (high) at 900 K, while the returned fraction stays between 0.47 and 0.48. They also depend on the vibration amplitude. An Einstein temperature of 200 K gives $8\pi^2\langle u^2\rangle=1.2\ \text{Å}^2$ at room temperature, below the roughly $1.8\ \text{Å}^2$ measured for magnesium; 165 K comes close to that value and raises the two errors to 13% and 15%. Another assumption that fails in real metals is the fixed frequency. With a rough volume expansion of $8\times10^{-5}$ per kelvin and a Grüneisen parameter of 1.5, the Einstein temperature drops from 200 K at 300 K to 186 K at 900 K. Since the linear law varies as $1/\Omega^2$, this alone raises the ratio $\rho(900\,\mathrm K)/\rho(300\,\mathrm K)$ from 2.92 to 3.33. Letting the density change as well, with the core radius fixed, gives 3.18. Expansion thus more than offsets the sublinear bend for these parameters. The last figure is sensitive to the potential: it falls from 3.64 to 3.00 as the core radius goes from 0.060 to 0.090 nm. A straight measured line can therefore reflect compensation between effects, and does not by itself show that the multiphonon cancellation is complete.

A few other neglected effects can be judged from the model. The displaced sphere overestimates the bare one-phonon resistivity at 300 K by 0.09%, relative to a solution of the Boltzmann equation in energy. At 900 K, $k_BT$ is 1.1% of the Fermi energy, and the model's mean free path of 12 nm gives $k_Fl\approx170$. The measured resistivity, two to three times larger than the model's, would shorten the path by the same factor and still leave $k_Fl$ far above 1, so well-defined electron states are a sound starting point. Scattering beyond the first Born order is less secure. It also produces terms with four displacements, the same power as the two contributions weighed here. The ratio $n_i|v(q)|/E_F$ is only 0.09 at $q=2k_F$, but it rises to $2/3$ at small $q$, and higher orders involve all momentum transfers. The correction can therefore be large, and it has not been calculated here. The half cancellation is a high-temperature result for first-order scattering by rigid ions in a harmonic lattice; it holds at each $q$ for independent atoms and only as a zone average when the phonons have dispersion. The values for the basic parameter set are in the numerical output.

## Computed values

```
Level-sum test, x = 0.5: returned fraction = 0.47992
  same from formula = 0.47992
Sampled inelastic weight at 2W = 0.5: 0.3916
  1-exp(-2W) = 0.3935, 2W exp(-2W) = 0.3033
Rough magnesium-like inputs:
  valence = 2, ion density = 43.0 nm^-3
  ion mass = 24.3 u, Einstein temperature = 200 K
  core radius = 0.074 nm
  volume expansion = 8.0e-05 /K, Grueneisen = 1.5
Fermi wave vector = 13.66 nm^-1, Fermi energy = 7.10 eV
T = 300 K: x = 0.6667, <u^2> = 1.552e-04 nm^2, 2W at 2kF = 0.1158
  rho linear law = 1.9350 uOhm cm
  rho one-phonon, no Debye-Waller = 1.8649 uOhm cm
  rho one-phonon with Debye-Waller = 1.7442 uOhm cm
  rho two-phonon part = 0.0537 uOhm cm
  rho all phonons = 1.7994 uOhm cm
T = 600 K: x = 0.3333, <u^2> = 3.022e-04 nm^2, 2W at 2kF = 0.2254
  rho linear law = 3.8701 uOhm cm
  rho one-phonon, no Debye-Waller = 3.8344 uOhm cm
  rho one-phonon with Debye-Waller = 3.3706 uOhm cm
  rho two-phonon part = 0.2086 uOhm cm
  rho all phonons = 3.5914 uOhm cm
T = 900 K: x = 0.2222, <u^2> = 4.510e-04 nm^2, 2W at 2kF = 0.3364
  rho linear law = 5.8051 uOhm cm
  rho one-phonon, no Debye-Waller = 5.7813 uOhm cm
  rho one-phonon with Debye-Waller = 4.7794 uOhm cm
  rho two-phonon part = 0.4358 uOhm cm
  rho all phonons = 5.2545 uOhm cm
At 900 K: transport average of 2W = 0.1967
  Debye-Waller loss = 1.0019 uOhm cm
  multiphonon gain = 0.4751 uOhm cm, returned fraction = 0.4743
  all phonons / linear law = 0.9052
  one-phonon with Debye-Waller / linear law = 0.8233
  d ln rho/d ln T: one-phonon = 0.8259, all = 0.9186
rho(900 K)/rho(300 K): one-phonon with Debye-Waller = 2.7402
  all phonons = 2.9202
  all phonons, softened = 3.3275
  all phonons, softened and expanded = 3.1840
Softened Einstein temperature at 900 K = 186.1 K
Displaced-sphere error at 300 K (one-phonon) = 0.0948 %
Dispersive lattice: returned fraction, transport average = 0.562
  returned fraction at zone corner = 1.000
kT/E_F at 900 K = 0.0109
Mean free path at 900 K = 12.41 nm, kF*l = 170
Ion density*|v(2kF)|/E_F = 0.0887
```
